**Gauge covariance of the Peierls lattice Laplacian, and the failure of naive differencing**

The program compares the Peierls Hamiltonian, whose hops carry the phases θ = (q/ħ)∫A·dl, with two naive discretizations of (p − qA)²/2m on a square lattice. Here a is the spacing, t = ħ²/2ma², b = qBa²/ħ is the flux phase per plaquette, and α = qad·B/ħ for a state centred at distance d from the gauge origin. It asserts that a non-polynomial gauge change acts on the Peierls matrix as a diagonal unitary transformation to rounding error, and that midpoint phases and the expanded naive scheme change the spectrum. It also asserts that the leading Peierls error is the covariant fourth-derivative term, using a non-uniform field. For the expanded naive scheme it asserts the Landau-level offset t[1 − √(1 − α²)]², by diagonalization in one and two dimensions. For an electron at 10 T with a = 2 nm, the output shows this offset growing from zero at the origin to 0.404 meV at 20 nm, against a cyclotron energy of 1.158 meV. In a fixed hard-wall box the Peierls ground energy stays at 0.584 meV for four gauge origins, while the expanded scheme goes from 0.591 to 12.8 meV and the squared scheme from 0.337 to 5.50 meV.

## Check in Python

```python
"""
Result under test: on a square lattice the magnetic Laplacian with Peierls link
phases (line integrals of q A / hbar) is exactly gauge covariant, while naive
differencing of (p - qA)^2 gives Landau levels that depend on the distance to
the gauge origin, with offset t*(1 - sqrt(1 - alpha^2))^2.

Symbols: a = lattice spacing, t = hbar^2/(2 m a^2), alpha = q a A / hbar,
b = q B a^2 / hbar (flux phase per plaquette), ell = sqrt(hbar/(q B)),
kappa = phase per site of a plane wave along y.
Lattice operators are in units of t and lattice coordinates in units of a.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigvalsh, eigh_tridiagonal


def link_phases(alpha, X, Y, nodes):
    """Line integrals of alpha along the +x and +y links, by Gauss quadrature."""
    s, w = np.polynomial.legendre.leggauss(nodes)
    s, w = (s + 1) / 2, w / 2
    phase_x = sum(wi * alpha(X + si, Y)[0] for si, wi in zip(s, w))
    phase_y = sum(wi * alpha(X, Y + si)[1] for si, wi in zip(s, w))
    return phase_x, phase_y


def peierls(alpha, xs, ys, nodes=12, ring=False):
    """Peierls Hamiltonian; hard walls, or periodic along y if ring is true."""
    X, Y = np.meshgrid(xs, ys, indexing="ij")
    px, py = link_phases(alpha, X, Y, nodes)
    site = np.arange(X.size).reshape(X.shape)
    hop = np.zeros((X.size, X.size), complex)
    hop[site[:-1], site[1:]] = np.exp(-1j * px[:-1])
    hop[site[:, :-1], site[:, 1:]] = np.exp(-1j * py[:, :-1])
    if ring:
        hop[site[:, -1], site[:, 0]] = np.exp(-1j * py[:, -1])
    return 4 * np.eye(X.size) - hop - hop.conj().T


def naive(alpha, xs, ys, ring=False):
    """Two naive schemes: expanded square, and square of the matrix p - qA."""
    X, Y = np.meshgrid(xs, ys, indexing="ij")
    nx, ny = X.shape
    shift_y = np.eye(ny, k=1)
    if ring:
        shift_y[-1, 0] = 1
    shifts = (np.kron(np.eye(nx, k=1), np.eye(ny)),
              np.kron(np.eye(nx), shift_y))
    expanded = np.zeros((nx * ny, nx * ny), complex)
    squared = np.zeros_like(expanded)
    for T, comp in zip(shifts, alpha(X, Y)):
        v = comp.ravel()
        P = -0.5j * (T - T.T)
        expanded += 2 * np.eye(nx * ny) - T - T.T + np.diag(v**2)
        expanded -= P * v + v[:, None] * P
        M = P - np.diag(v)
        squared += M @ M
    return expanded, squared


def lowest(H, count=1):
    return eigvalsh(H, subset_by_index=[0, count - 1])


# ---- exact gauge covariance with a non-polynomial gauge function ----
b_test = 0.3


def alpha_old(X, Y):
    return -b_test * Y / 2, b_test * X / 2


def chi(X, Y):
    return 1.5 * np.sin(0.9 * X + 0.4 * Y) + 0.2 * X * Y


def alpha_new(X, Y):
    c = np.cos(0.9 * X + 0.4 * Y)
    ax, ay = alpha_old(X, Y)
    return ax + 1.35 * c + 0.2 * Y, ay + 0.6 * c + 0.2 * X


grid = np.arange(8.0)
GX, GY = np.meshgrid(grid, grid, indexing="ij")
G = np.exp(1j * chi(GX, GY)).ravel()
H_old = peierls(alpha_old, grid, grid)
H_new = peierls(alpha_new, grid, grid)
cov_error = np.max(np.abs(H_new - G[:, None] * H_old * G.conj()))
assert cov_error < 1e-12
fx, fy = link_phases(alpha_new, GX, GY, 12)
loop = fx[:-1, :-1] + fy[1:, :-1] - fx[:-1, 1:] - fy[:-1, :-1]
assert np.max(np.abs(loop - b_test)) < 1e-12
ev_old = eigvalsh(H_old)
change_peierls = np.max(np.abs(eigvalsh(H_new) - ev_old))
change_mid = np.max(np.abs(
    eigvalsh(peierls(alpha_new, grid, grid, nodes=1)) - ev_old))
change_naive = np.max(np.abs(eigvalsh(naive(alpha_new, grid, grid)[0])
                             - eigvalsh(naive(alpha_old, grid, grid)[0])))
assert change_peierls < 1e-12
assert change_mid > 1e-5 and change_naive > 1e-2

# ---- continuum limit and covariant leading error, non-uniform field ----
x, y = sp.symbols("x y", real=True)
A_sym = (-0.3 * y + 0.2 * x * y, 0.5 * x + 0.1 * x**2 * y)
psi_sym = sp.exp(-x**2 / 2 - y**2 / 3 + sp.I * x * y / 4)
point = (0.3, -0.4)
second, fourth = 0, 0
for var, A_comp in zip((x, y), A_sym):
    f = psi_sym
    for power in range(1, 5):
        f = sp.diff(f, var) - sp.I * A_comp * f
        if power in (2, 4):
            value = complex(sp.N(f.subs({x: point[0], y: point[1]})))
            if power == 2:
                second += value
            else:
                fourth += value
A_num = [sp.lambdify((x, y), comp, "numpy") for comp in A_sym]
psi_num = sp.lambdify((x, y), psi_sym, "numpy")
patch = np.array([-1.0, 0.0, 1.0])
PX, PY = np.meshgrid(patch, patch, indexing="ij")
limit_errors = []
for h in (0.08, 0.04):
    def alpha_patch(X, Y, h=h):
        u, v = point[0] + h * X, point[1] + h * Y
        return h * A_num[0](u, v), h * A_num[1](u, v)
    values = psi_num(point[0] + h * PX, point[1] + h * PY).ravel()
    lattice = (peierls(alpha_patch, patch, patch) @ values)[4] / h**2
    coefficient = (lattice + second) / h**2
    limit_errors.append(abs(coefficient + fourth / 12) / abs(fourth / 12))
error_ratio = limit_errors[0] / limit_errors[1]
assert limit_errors[1] < 0.02 and 3.5 < error_ratio < 4.5

# ---- physical parameters: electron, field along -z, so q B > 0 ----
field = 10.0
a_nm = 2.0
to_meV = 1e3 / const.e
ell_nm = np.sqrt(const.hbar / (const.e * field)) * 1e9
cyclotron = const.hbar * const.e * field / const.m_e * to_meV


def lattice_parameters(spacing_nm):
    t_val = const.hbar**2 / (2 * const.m_e * (spacing_nm * 1e-9)**2) * to_meV
    b_val = const.e * field * (spacing_nm * 1e-9)**2 / const.hbar
    return t_val, b_val


t, b = lattice_parameters(a_nm)
assert abs(2 * t * b - cyclotron) < 1e-10


def landau(origin):
    return lambda X, Y: (0 * X, b * (X - origin))


# ---- strip periodic in y: full two-dimensional diagonalization ----
strip_x, strip_y = np.arange(-36.0, 37.0), np.arange(12.0)
strip_naive = t * lowest(naive(landau(0), strip_x, strip_y, True)[0], 10)
strip_peierls = t * lowest(peierls(landau(0), strip_x, strip_y, ring=True), 5)
kappas = 2 * np.pi * np.arange(12) / 12
n = np.arange(8)[:, None]
series = (2 * n + 1) * b - b**2 * (2 * n**2 + 2 * n + 1) / 16
predicted = np.sort((t * (series + (1 - np.cos(kappas))**2)).ravel())[:10]
series_error = np.max(np.abs(strip_naive - predicted))
assert series_error < 1e-3          # omitted terms are of order t*b^3
split = strip_naive[1] - strip_naive[0]
split_formula = t * (1 - np.cos(kappas[1]))**2
assert abs(split - split_formula) < 1e-8
peierls_spread = np.ptp(strip_peierls)
peierls_series = t * (b - b**2 / 8)
assert peierls_spread < 1e-6
assert abs(strip_peierls[0] - peierls_series) < 1e-3


# ---- naive lowest level at a chosen distance from the gauge origin ----
def naive_level(spacing_nm, distance_nm):
    t_val, b_val = lattice_parameters(spacing_nm)
    centre = int(round(distance_nm / spacing_nm))
    half = int(10 * ell_nm / spacing_nm)
    j = centre + np.arange(-half, half + 1)
    alpha_j = b_val * j
    kappa = np.arcsin(b_val * centre)
    diag = 4 - 2 * np.cos(kappa) - 2 * alpha_j * np.sin(kappa) + alpha_j**2
    e, vec = eigh_tridiagonal(diag, -np.ones(j.size - 1),
                              select="i", select_range=(0, 0))
    return t_val * e[0], spacing_nm * np.sum(j * vec[:, 0]**2)


def offset_formula(spacing_nm, distance_nm):
    t_val, b_val = lattice_parameters(spacing_nm)
    al = b_val * distance_nm / spacing_nm
    return t_val * (1 - np.sqrt(1 - al**2))**2


def offset_quartic(spacing_nm, distance_nm):
    return cyclotron * spacing_nm**2 * distance_nm**4 / (8 * ell_nm**6)


distance_rows = []
base = naive_level(a_nm, 0)[0]
assert abs(base - strip_naive[0]) < 1e-8
for d in (0.0, 10.0, 20.0, 30.0):
    energy, mean_x = naive_level(a_nm, d)
    assert abs(mean_x - d) < 1e-6
    assert abs(energy - base - offset_formula(a_nm, d)) < 1e-8
    distance_rows.append((d, energy, energy - base, offset_quartic(a_nm, d)))
spacing_rows = []
for sp_nm in (2.0, 1.0, 0.5):
    off = naive_level(sp_nm, 20.0)[0] - naive_level(sp_nm, 0.0)[0]
    assert abs(off - offset_formula(sp_nm, 20.0)) < 1e-8
    spacing_rows.append((sp_nm, off, offset_quartic(sp_nm, 20.0)))
assert abs(spacing_rows[2][1] / spacing_rows[2][2] - 1) < 0.03
assert 3.8 < spacing_rows[1][1] / spacing_rows[2][1] < 4.4

# ---- one fixed hard-wall box, gauge origin moved along x ----
box = np.arange(26) - 12.5
box_rows = []
for origin in (0, 10, 20, 40):
    expanded, squared = naive(landau(origin), box, box)
    e_p = t * lowest(peierls(landau(origin), box, box))[0]
    e_x, e_s = t * lowest(expanded)[0], t * lowest(squared)[0]
    al_min = b * np.min(np.abs(box - origin))
    bound_x = t * (np.sqrt(1 + al_min**2) - 1)**2
    bound_s = t * max(al_min - 1, 0)**2
    assert e_x >= bound_x - 1e-10 and e_s >= bound_s - 1e-10
    box_rows.append((origin * a_nm, e_p, e_x, e_s, bound_x, bound_s))
rows = np.array(box_rows)
box_spread = np.ptp(rows[:, 1])
assert box_spread < 1e-10
assert rows[2, 2] - rows[0, 2] > 0.1
assert rows[3, 2] - rows[0, 2] > 2 and rows[3, 3] - rows[0, 3] > 2

# ---- printed results ----
print("Gauge test: 8 x 8 sites, flux phase per plaquette =", b_test, "rad")
print(f"max |H' - G H G^+|, Peierls = {cov_error:.1e} t")
print(f"largest eigenvalue change, Peierls = {change_peierls:.1e} t")
print(f"largest eigenvalue change, midpoint phases = {change_mid:.2e} t")
print(f"largest eigenvalue change, expanded naive = {change_naive:.3f} t")
print("Leading-error test, relative deviation from the D^4 term:")
print(f"  step 0.08: {limit_errors[0]:.2e}, step 0.04: {limit_errors[1]:.2e}"
      f", ratio {error_ratio:.2f}")
print(f"Field strength = {field:.1f} T, spacing a = {a_nm:.1f} nm")
print(f"magnetic length ell = {ell_nm:.4f} nm")
print(f"t = {t:.5f} meV, b = {b:.6f} rad")
print(f"hbar omega_c = {cyclotron:.5f} meV, half = {cyclotron/2:.5f} meV")
print(f"largest naive centre distance ell^2/a = {ell_nm**2/a_nm:.2f} nm")
print(f"Strip: {strip_x.size} x {strip_y.size} sites, periodic in y")
print("Peierls, lowest 5 (meV):", " ".join(f"{e:.5f}" for e in strip_peierls))
print(f"  spread = {peierls_spread:.1e} meV, series = {peierls_series:.5f} meV")
print("Naive, lowest 10 (meV):")
print("  computed:", " ".join(f"{e:.4f}" for e in strip_naive))
print("  formula: ", " ".join(f"{e:.4f}" for e in predicted))
print(f"  largest difference = {series_error:.1e} meV")
print(f"  first splitting (kappa = 30 deg) = {split:.6f} meV,"
      f" formula {split_formula:.6f} meV")
print("Naive lowest level against distance from gauge origin, a = 2 nm:")
for d, e, off, quart in distance_rows:
    print(f"  d = {d:4.1f} nm: E = {e:.5f} meV, offset = {off:.5f} meV,"
          f" quartic law = {quart:.5f} meV")
print("Naive offset at d = 20 nm against spacing:")
for sp_nm, off, quart in spacing_rows:
    print(f"  a = {sp_nm:.1f} nm: offset = {off:.5f} meV,"
          f" quartic law = {quart:.5f} meV")
print(f"Hard-wall box: {box.size} x {box.size} sites,"
      f" wall to wall {(box.size + 1) * a_nm:.0f} nm")
print("Ground energy (meV) against origin displacement from box centre:")
for shift_nm, e_p, e_x, e_s, bx, bs in box_rows:
    print(f"  {shift_nm:4.0f} nm: Peierls {e_p:.5f}, expanded {e_x:.5f},"
          f" squared {e_s:.5f}")
    print(f"           lower bounds: expanded {bx:.5f}, squared {bs:.5f}")
print(f"Peierls spread over the four origins = {box_spread:.1e} meV")
print("PASS")
```

Output:

```
Gauge test: 8 x 8 sites, flux phase per plaquette = 0.3 rad
max |H' - G H G^+|, Peierls = 2.0e-15 t
largest eigenvalue change, Peierls = 1.5e-14 t
largest eigenvalue change, midpoint phases = 7.68e-03 t
largest eigenvalue change, expanded naive = 10.275 t
Leading-error test, relative deviation from the D^4 term:
  step 0.08: 9.16e-04, step 0.04: 2.29e-04, ratio 4.00
Field strength = 10.0 T, spacing a = 2.0 nm
magnetic length ell = 8.1130 nm
t = 9.52496 meV, b = 0.060771 rad
hbar omega_c = 1.15768 meV, half = 0.57884 meV
largest naive centre distance ell^2/a = 32.91 nm
Strip: 73 x 12 sites, periodic in y
Peierls, lowest 5 (meV): 0.57445 0.57445 0.57445 0.57445 0.57445
  spread = 5.2e-10 meV, series = 0.57444 meV
Naive, lowest 10 (meV):
  computed: 0.5766 0.7476 0.7476 1.7254 1.8964 1.8964 2.8653 2.9579 2.9579 3.0363
  formula:  0.5766 0.7476 0.7476 1.7255 1.8965 1.8965 2.8656 2.9579 2.9579 3.0366
  largest difference = 3.0e-04 meV
  first splitting (kappa = 30 deg) = 0.170965 meV, formula 0.170965 meV
Naive lowest level against distance from gauge origin, a = 2 nm:
  d =  0.0 nm: E = 0.57663 meV, offset = 0.00000 meV, quartic law = 0.00000 meV
  d = 10.0 nm: E = 0.59792 meV, offset = 0.02129 meV, quartic law = 0.02030 meV
  d = 20.0 nm: E = 0.98020 meV, offset = 0.40357 meV, quartic law = 0.32477 meV
  d = 30.0 nm: E = 3.87918 meV, offset = 3.30254 meV, quartic law = 1.64416 meV
Naive offset at d = 20 nm against spacing:
  a = 2.0 nm: offset = 0.40357 meV, quartic law = 0.32477 meV
  a = 1.0 nm: offset = 0.08517 meV, quartic law = 0.08119 meV
  a = 0.5 nm: offset = 0.02054 meV, quartic law = 0.02030 meV
Hard-wall box: 26 x 26 sites, wall to wall 54 nm
Ground energy (meV) against origin displacement from box centre:
     0 nm: Peierls 0.58411, expanded 0.59117, squared 0.33733
           lower bounds: expanded 0.00000, squared 0.00000
    20 nm: Peierls 0.58411, expanded 0.67420, squared 0.33846
           lower bounds: expanded 0.00000, squared 0.00000
    40 nm: Peierls 0.58411, expanded 1.45755, squared 0.33216
           lower bounds: expanded 0.09330, squared 0.00000
    80 nm: Peierls 0.58411, expanded 12.81804, squared 5.50083
           lower bounds: expanded 8.55171, squared 4.29101
Peierls spread over the four origins = 4.0e-14 meV
PASS
```
